# Johnson-noise resistance resolution of a one-kiloohm metal line: verification in Python

```python
# Result under test: the Johnson-noise floor of a resistance reading is
#     delta_R = sqrt(4 k T R B) / I
# R: line resistance, T: temperature, I: rms current, k: Boltzmann constant,
# B: one-sided noise bandwidth. Ideal current source and noiseless voltmeter.
# The program also sizes effects that this floor leaves out, for a thin Pt line.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit
from scipy.sparse import diags, identity, kron
from scipy.sparse.linalg import spsolve

k, e, h, hbar, m = const.k, const.e, const.h, const.hbar, const.m_e

# Inputs; material and amplifier values are rough typical ones
T, I, B = 300.0, 10e-6, 1.0
width, thick, length = 100e-9, 50e-9, 25e-6
resistivity = 20e-8          # ohm m, thin Pt film
temp_coeff = 2e-3            # 1/K, thin Pt film
oxide, kappa = 300e-9, 1.4   # oxide thickness (m), conductivity (W/m/K)
carrier_density = 6.6e28     # 1/m^3, about one carrier per atom
alpha = 2e-3                 # empirical 1/f coefficient
amp_noise = 4e-9             # V/sqrt(Hz)
R = resistivity * length / (width * thick)

S_V = 4 * k * T * R
v_noise = np.sqrt(S_V * B)
delta_R = v_noise / I
assert abs(R - 1000) < 1e-6
assert 0.35e-3 < delta_R < 0.45e-3

# Thermal current noise of a degenerate electron gas from its occupation
# fluctuations, compared with 4 k T times the Drude conductance
fermi_level, tau = 5 * e, 1e-14
E = np.linspace(0, fermi_level + 40 * k * T, 400001)
occ = expit(-(E - fermi_level) / (k * T))
dos = (2 * m / hbar**2)**1.5 * np.sqrt(E) / (2 * np.pi**2)
volume = width * thick * length
number = volume * trapezoid(dos * occ, E)
velocity_var = volume * trapezoid(dos * 2 * E / (3 * m) * occ * (1 - occ), E)
S_I_micro = 4 * tau * (e / length)**2 * velocity_var
G_drude = number * e**2 * tau / (m * length**2)
micro_ratio = S_I_micro / (4 * k * T * G_drude)
assert abs(micro_ratio - 1) < 1e-5

# Noise bandwidth of a single-pole filter by quadrature
t_avg, t_pole = 1 / (2 * B), 1 / (4 * B)
B_pole = quad(lambda f: 1 / (1 + (2 * np.pi * f * t_pole)**2), 0, np.inf)[0]
assert abs(B_pole / B - 1) < 1e-6

# Noise synthesized from its spectrum, then least-squares resistance readings
rng = np.random.default_rng(7)
rate, samples = 2000.0, 4000000
per_window = int(round(rate * t_avg))
bins = samples // 2 + 1
coef = np.sqrt(S_V * rate / samples / 4) * (
    rng.standard_normal(bins) + 1j * rng.standard_normal(bins))
coef[0] = 0
noise = np.fft.irfft(coef, samples) * samples
noise = noise.reshape(-1, per_window)
t_win = np.arange(per_window) / rate
f_ac = 130.0
i_dc = np.full(per_window, I)
i_ac = np.sqrt(2) * I * np.cos(2 * np.pi * f_ac * t_win)


def reading(voltage, current):
    return voltage @ current / (current @ current)


sim_dc = np.std(reading(noise, i_dc))
sim_ac = np.std(reading(noise, i_ac))
# about 4000 readings: statistical error of each rms value is near 1.1 percent
assert abs(sim_dc / delta_R - 1) < 0.05
assert abs(sim_ac / delta_R - 1) < 0.05

# Slow changes of R survive ac excitation; slow additive voltages do not
time = (np.arange(20 * per_window) / rate).reshape(20, per_window)
slow = np.sin(2 * np.pi * 0.3 * time)
wander_dc = reading(1e-3 * slow * i_dc, i_dc)
wander_ac = reading(1e-3 * slow * i_ac, i_ac)
assert np.max(abs(wander_dc)) > 0.5e-3
assert np.max(abs(wander_ac - wander_dc)) < 1e-5
drift_dc = np.max(abs(reading(10e-9 * slow, i_dc)))
drift_ac = np.max(abs(reading(10e-9 * slow, i_ac)))
assert drift_ac < 0.01 * drift_dc


# Heat flow from an isothermal strip through the oxide to a cold substrate.
# Half of the symmetric cross-section is solved with square finite volumes.
def shape_factor(strip_cells, nx, nz):
    def chain(n):
        main = np.full(n, 2.0)
        main[0] = main[-1] = 1.0
        return diags([-np.ones(n - 1), main, -np.ones(n - 1)], [-1, 0, 1])
    contact = np.zeros((nx, nz))
    contact[:strip_cells, 0] = 2.0
    sink = np.zeros((nx, nz))
    sink[:, -1] = 2.0
    matrix = (kron(chain(nx), identity(nz)) + kron(identity(nx), chain(nz))
              + diags((contact + sink).ravel()))
    temp = spsolve(matrix.tocsc(), contact.ravel()).reshape(nx, nz)
    return 2 * np.sum(contact * (1 - temp))


assert abs(shape_factor(40, 40, 30) - 80 / 30) < 1e-8
shape_coarse = shape_factor(5, 150, 30)
shape = shape_factor(10, 300, 60)
assert abs(shape_coarse / shape - 1) < 0.04
shape_down = width / oxide
assert shape > shape_down
power = I**2 * R
rise_down = power / (length * kappa * shape_down)
rise = power / (length * kappa * shape)
shift_down = R * temp_coeff * rise_down
shift = R * temp_coeff * rise
mimic = delta_R / (R * temp_coeff)

# Resistance wander from 1/f noise
carriers = carrier_density * volume
f_low, f_high = 0.01, 1.0
wander_var = quad(lambda f: R**2 * alpha / (carriers * f), f_low, f_high)[0]
wander = np.sqrt(wander_var)
wander_formula = R * np.sqrt(alpha / carriers * np.log(f_high / f_low))
assert abs(wander / wander_formula - 1) < 1e-6
f_corner = alpha * R**2 * I**2 / (carriers * S_V)

# Amplifier noise, single-barrier shot-noise bound, quantum correction
total_R = np.sqrt((S_V + amp_noise**2) * B) / I
bias = e * I * R / (k * T)
forward = I / (1 - np.exp(-bias))
backward = forward - I
barrier_ratio = 2 * e * (forward + backward) / (4 * k * T / R)
shot_excess = np.sqrt(barrier_ratio) - 1
assert 0 < shot_excess < 0.01
quantum = h * f_ac / (2 * k * T)

print(f"Temperature: {T:.0f} K")
print(f"Current (rms): {I*1e6:.1f} uA")
print(f"Noise bandwidth: {B:.1f} Hz")
print(f"Line width: {width*1e9:.0f} nm")
print(f"Line thickness: {thick*1e9:.0f} nm")
print(f"Line length: {length*1e6:.0f} um")
print(f"Film resistivity (rough): {resistivity*1e8:.0f} uohm cm")
print(f"Line resistance: {R:.1f} ohm")
print(f"Current density: {I/(width*thick)/1e10:.2f} MA/cm2")
print(f"Boltzmann constant: {k:.6e} J/K")
print(f"Noise density S_V: {S_V:.4e} V^2/Hz")
print(f"Noise voltage (rms): {v_noise*1e9:.3f} nV")
print(f"Signal voltage: {I*R*1e3:.2f} mV")
print(f"Resistance resolution (rms): {delta_R*1e3:.4f} mohm")
print(f"Relative resolution: {delta_R/R*1e6:.4f} ppm")
print(f"Electron-gas noise / Nyquist: {micro_ratio:.6f}")
print(f"Averaging time for B: {t_avg:.2f} s")
print(f"Single-pole time constant for B: {t_pole:.2f} s")
print(f"Number of simulated readings: {len(noise)}")
print(f"Simulated resolution, dc: {sim_dc*1e3:.4f} mohm")
print(f"Simulated resolution, ac: {sim_ac*1e3:.4f} mohm")
print(f"Excitation frequency, ac: {f_ac:.0f} Hz")
print(f"Temperature coefficient (rough): {temp_coeff:.1e} 1/K")
print(f"Temperature change mimicking floor: {mimic*1e3:.3f} mK")
print(f"Oxide thickness: {oxide*1e9:.0f} nm")
print(f"Oxide conductivity (rough): {kappa:.1f} W/m/K")
print(f"Joule power: {power*1e9:.1f} nW")
print(f"Shape factor, straight down: {shape_down:.3f}")
print(f"Shape factor, with spreading: {shape:.2f}")
print(f"Heating, straight down: {rise_down*1e3:.2f} mK")
print(f"Heating, with spreading: {rise*1e3:.1f} mK")
print(f"Heating shift, straight down: {shift_down*1e3:.1f} mohm")
print(f"Heating shift, with spreading: {shift*1e3:.1f} mohm")
print(f"Heating shift / Johnson floor: {shift/delta_R:.0f}")
print(f"Carrier density (rough): {carrier_density:.1e} 1/m3")
print(f"Carrier number: {carriers:.2e}")
print(f"1/f coefficient alpha (rough): {alpha:.1e}")
print(f"1/f band: {f_low:.2f} to {f_high:.0f} Hz")
print(f"1/f resistance wander (rms): {wander*1e3:.2f} mohm")
print(f"1/f equals Johnson density at: {f_corner:.2f} Hz")
print(f"Amplifier noise (rough): {amp_noise*1e9:.1f} nV/sqrt(Hz)")
print(f"Resolution with amplifier: {total_R*1e3:.3f} mohm")
print(f"eV/kT along the line: {bias:.3f}")
print(f"Shot-noise bound on rms excess: {shot_excess*100:.2f} %")
print(f"Quantum correction hf/(2kT): {quantum:.1e}")
print("all good")
```

It prints:

```
Temperature: 300 K
Current (rms): 10.0 uA
Noise bandwidth: 1.0 Hz
Line width: 100 nm
Line thickness: 50 nm
Line length: 25 um
Film resistivity (rough): 20 uohm cm
Line resistance: 1000.0 ohm
Current density: 0.20 MA/cm2
Boltzmann constant: 1.380649e-23 J/K
Noise density S_V: 1.6568e-17 V^2/Hz
Noise voltage (rms): 4.070 nV
Signal voltage: 10.00 mV
Resistance resolution (rms): 0.4070 mohm
Relative resolution: 0.4070 ppm
Electron-gas noise / Nyquist: 1.000000
Averaging time for B: 0.50 s
Single-pole time constant for B: 0.25 s
Number of simulated readings: 4000
Simulated resolution, dc: 0.4034 mohm
Simulated resolution, ac: 0.4110 mohm
Excitation frequency, ac: 130 Hz
Temperature coefficient (rough): 2.0e-03 1/K
Temperature change mimicking floor: 0.204 mK
Oxide thickness: 300 nm
Oxide conductivity (rough): 1.4 W/m/K
Joule power: 100.0 nW
Shape factor, straight down: 0.333
Shape factor, with spreading: 1.14
Heating, straight down: 8.57 mK
Heating, with spreading: 2.5 mK
Heating shift, straight down: 17.1 mohm
Heating shift, with spreading: 5.0 mohm
Heating shift / Johnson floor: 12
Carrier density (rough): 6.6e+28 1/m3
Carrier number: 8.25e+09
1/f coefficient alpha (rough): 2.0e-03
1/f band: 0.01 to 1 Hz
1/f resistance wander (rms): 1.06 mohm
1/f equals Johnson density at: 1.46 Hz
Amplifier noise (rough): 4.0 nV/sqrt(Hz)
Resolution with amplifier: 0.571 mohm
eV/kT along the line: 0.387
Shot-noise bound on rms excess: 0.62 %
Quantum correction hf/(2kT): 1.0e-11
all good
```
